# How repulsive rings raise or lower island density in epitaxial growth

## A surface with a fixed number of islands

Consider a surface that already carries $N$ islands per lattice site, under a steady flux of $F$ atoms per site per second. Let $n_1$ be the density of mobile single atoms (adatoms) per site and $D$ their diffusivity in site areas per second. Islands remove adatoms at the rate $\sigma_x D n_1 N$, which defines the dimensionless capture number $\sigma_x$. If nearly all arriving atoms end in existing islands, arrival balances capture:

$$F=\sigma_x D n_1N,\qquad n_1=\frac{F}{\sigma_x D N}.$$

Now surround each island with a repulsive ring that cuts $\sigma_x$ tenfold. At the same $N$, the adatom density rises tenfold. New islands form when two adatoms meet, at a rate proportional to $n_1^2$, so nucleation becomes a hundred times faster.

This assumes that two adatoms still meet freely. If the same repulsion acts between them and cuts their pairing tenfold, the net acceleration is ten. If it acts between adatoms and leaves the islands open, nucleation at the same $N$ becomes ten times slower. Repulsion therefore speeds nucleation unless it cuts pairing by more than the square of the factor by which it cuts capture by islands. The square appears because the nucleation rate is proportional to $n_1^2$.

## The condition for a higher density

Assume that a pair of adatoms is a stable, immobile island, that nothing evaporates, and that the coverage is low. The nucleation rate is $\sigma_1Dn_1^2$. The coefficient is traced as follows: there are $n_1^2/2$ distinct pairs per site, and two adatoms approach with relative diffusivity $2D$, so the factors of two cancel. Each event removes two adatoms.

With dose $\theta=Ft$ in monolayers (ML) and $R=D/F$, the mean-field rate equations are

$$\frac{dn_1}{d\theta}=1-R\left(2\sigma_1n_1^2+\sigma_xn_1N\right),\qquad
\frac{dN}{d\theta}=R\sigma_1n_1^2 .$$

In steady growth, $dn_1/d\theta$ is small compared with 1 and pairing consumes few atoms, so $n_1=1/(R\sigma_xN)$. Substitution gives

$$\frac{dN}{d\theta}=\frac{\sigma_1}{R\sigma_x^2N^2},\qquad N^2\,dN=\frac{\sigma_1}{R\sigma_x^2}\,d\theta .$$

For constant capture numbers, integration from $N=0$ gives

$$N^3=\frac{3\sigma_1\theta}{R\sigma_x^2}. \tag{1}$$

Let the ring multiply $\sigma_1$ by $b_1$ and $\sigma_x$ by $b_x$. At fixed dose, flux and diffusivity,

$$\frac{N_{\rm ring}}{N_{\rm free}}=\left(\frac{b_1}{b_x^2}\right)^{1/3}. \tag{2}$$

The density rises if $b_1>b_x^2$. For equal factors $b<1$ the ratio is $b^{-1/3}$, an increase.

If rings surround only the smaller islands, $\sigma_x$ is the average over all islands. Suppose a fraction $f$ of the islands has rings that multiply capture by $b$, and all had equal capture numbers before. Then $b_x=1-f+fb$. With half the islands completely shielded, $b_x=1/2$, and the density rises only if $b_1>1/4$. Open large islands can therefore cancel the effect of rings around small ones.

## More adatoms do not guarantee more islands

A lattice Monte Carlo simulation separates the two roles of the repulsion. Adatoms hop on a square lattice of $160\times160$ sites, with $R=2\times10^5$ and a dose of 0.05 ML. Each island is a single absorbing site. A hop onto an island or another adatom succeeds with a chosen sticking probability and is otherwise rejected. The table gives averages over two runs, relative to a sticking probability of 1 everywhere, for which $N=0.0062$ per site. The adatom density is averaged over the deposition.

| Sticking reduced to 0.1 for | Island density | Mean adatom density |
|---|---:|---:|
| islands | × 2.13 | × 1.56 |
| adatom pairs | × 0.68 | × 1.71 |
| both | × 1.51 | × 2.82 |

In the second row the adatom density rises while the island density falls. Hindered pairing removes fewer adatoms directly. It also produces fewer islands, which leave more adatoms uncaptured. The larger adatom population is then a consequence of poor nucleation.

The changes are smaller than equation (2) would give for a tenfold cut in capture numbers. One reason is that diffusion to the island already limits capture. On this lattice an island has four neighbouring sites, each supplying atoms at a rate $D$ times its adatom density. Reducing sticking to $p$ changes the last-hop resistance from $1/4$ to $1/(4p)$, in units where total resistance is $1/\sigma$. For $p=0.1$ the addition is $(10-1)/4=2.25$, in series with a diffusion resistance that is unchanged at fixed screening.

## What a ring does to a capture number

Let the repulsion be $V(r)$ and write $v=V/kT$. The inward current density contains diffusion and drift:

$$j=D\left(\frac{dn}{dr}+n\frac{dv}{dr}\right)=De^{-v}\frac{d}{dr}\left(ne^v\right).$$

Here $V$ is assumed to raise hopping saddles and adjacent sites smoothly together. With no source or loss in the ring, the total current $K=2\pi rj$ is the same at every radius. Hence

$$\frac{d(ne^v)}{dr}=\frac{K}{2\pi D}\frac{e^v}{r}.$$

Let atoms attach at radius $r_c$, so $n(r_c)=0$, and let $v=0$ at an outer radius $L$. Integration and the definition $\sigma=K/[Dn(L)]$ give

$$\frac1\sigma=\frac1{2\pi}\int_{r_c}^{L}\frac{e^v}{r}\,dr
=\frac{\ln(L/r_c)}{2\pi}+\frac1{2\pi}\int_{r_c}^{L}\frac{e^v-1}{r}\,dr . \tag{3}$$

The first term is the resistance of free diffusion, and the second is added by the ring.

On a surface with many islands, their competition replaces the arbitrary radius $L$ by a screening length $\xi$. An adatom is lost at the rate $D/\xi^2$, where

$$\xi^{-2}=\sigma_xN+2\sigma_1n_1 .$$

Take a flat ring of height $E$ between $r_c$ and $r_o$. Outside it, $D\nabla^2n-Dn/\xi^2+F=0$. The solution that approaches $n_1=F\xi^2/D$ far away is

$$n(r)=n_1\left[1-A K_0(r/\xi)\right],$$

where $K_0$ and $K_1$ are modified Bessel functions. Put $X=r_o/\xi$. Because $K_0'=-K_1$, the current entering the ring is $K=2\pi Dn_1AXK_1(X)$. Integration across the ring gives

$$n(r_o)=\frac{K}{2\pi D}e^{E/kT}\ln\frac{r_o}{r_c}.$$

Here $n(r_o)$ is the value just outside, since $ne^v$ is continuous at the step. The outer solution also gives $n_1=n(r_o)+n_1AK_0(X)$. Eliminating $A$ by means of $K$ and dividing by $K/D$,

$$\frac1\sigma=\frac{K_0(X)}{2\pi XK_1(X)}+\frac{e^{E/kT}}{2\pi}\ln\frac{r_o}{r_c}. \tag{4}$$

For adatom pairs the same formula is used with the contact radius of one atom. This is a mean-field approximation with the same screening length.

Two limits are useful. When the ring resistance dominates, $\sigma\simeq2\pi e^{-E/kT}/\ln(r_o/r_c)$. Both capture numbers then carry the factor $e^{-E/kT}$, and equation (1) gives $N\propto e^{E/3kT}$, apart from logarithms.

For a very low ring, differentiating (4) at fixed radii and $\xi$ gives $d\ln\sigma/d(E/kT)=-\sigma\ln(r_o/r_c)/2\pi$ at $E=0$. By equation (1), the density initially rises if

$$2\sigma_x\ln\frac{r_{o,x}}{r_{c,x}}>\sigma_1\ln\frac{r_{o,1}}{r_{c,1}},$$

where the subscripts distinguish islands from adatoms. An adatom has the larger logarithm because it is smaller, so a low ring need not raise the density in every system. The inequality inherits the constant radii and capture numbers of equation (1). Islands grow during deposition, so end-of-dose values locate the change of sign only roughly. With the radii and dose of the example below, a ring of $0.1\,kT$ still raises the density slightly at $R=10^{10}$, where the inequality already fails, and lowers it at $R=10^{12}$.

## A numerical case: Cu on Cu(111)

The following values are rough and lie in the regime of Cu on Cu(111) at low temperature: spacing 0.256 nm, hop barrier 0.040 eV, attempt rate $10^{12}$ s⁻¹, temperature 27 K, flux 0.001 ML/s and dose 0.03 ML. The ring is 10 meV high and 0.5 nm wide, around adatoms and islands alike.

With $kT=2.327$ meV, the total hop rate is $\Gamma=10^{12}e^{-40/2.327}\simeq3.4\times10^4$ s⁻¹. The site area is $\Omega=0.05676$ nm², so $D=\Gamma a^2/(4\Omega)=9.86\times10^3$ site areas per second, with $a$ the spacing. Hence $R=9.86\times10^6$. The ring factor is $e^{10/2.327}=73.6$.

All islands are given the mean size $s=(\theta-n_1)/N$. The capture radius is $\sqrt{s\Omega/\pi}+a/2$, which is 0.262 nm for one atom. The ring contribution to the pairing resistance is therefore

$$\frac{73.6}{2\pi}\ln\frac{0.762}{0.262}\simeq12.5 .$$

Numerical integration of the rate equations, with equation (4) solved self-consistently at each step, gives at the end of deposition:

| | No ring | Ring |
|---|---:|---:|
| $\sigma_1$ | 2.20 | 0.077 |
| $\sigma_x$ | 3.38 | 0.122 |
| $n_1$ per site | $2.3\times10^{-5}$ | $2.3\times10^{-4}$ |
| $N$ per site | $1.27\times10^{-3}$ | $3.33\times10^{-3}$ |
| $N$ (cm⁻²) | $2.2\times10^{12}$ | $5.9\times10^{12}$ |
| Atoms per island | 24 | 9 |

The ring raises the island density 2.6 times. The "No ring" column is equation (4) at $E=0$, which still omits source and loss in the 0.5 nm zone; carrying the screened solution down to the capture radius gives $\sigma_x=3.6$, a density 2% lower and a gain of 2.7. The two capture numbers fall by nearly the same factor, $b_1=0.0351$ and $b_x=0.0361$, so the square in equation (2) decides the outcome:

$$\left(\frac{0.0351}{0.0361^2}\right)^{1/3}\simeq3.0 .$$

This estimate is 14% above the integrated gain. It applies the final capture numbers to the whole dose and neglects both the initial transient and the atoms consumed by pairing.

With the ring acting on islands alone, the gain would be 6.1. With the ring acting on pairs alone, the density would fall to 0.36 of its free value. The physical ring combines these opposing effects.

## Why a very strong ring lowers the density

Equation (1) requires adatoms to be captured well within the deposition time. In the opposite limit almost all of them remain free, so $n_1\simeq\theta$ and

$$\frac{dN}{d\theta}=R\sigma_1\theta^2,\qquad N=\frac{R\sigma_1\theta^3}{3}. \tag{5}$$

The density of islands formed by diffusion now falls in proportion to $\sigma_1$. Adatoms are plentiful, but they have no time to pair.

The crossover is clearest for constant, equal capture numbers $\sigma$. Let $\theta$ be the final dose and $u$ the fraction already deposited, and write $n_1=\theta p$ and $N=\theta q$. The rate equations become

$$\frac{dp}{du}=1-g(2p^2+pq),\qquad \frac{dq}{du}=gp^2,\qquad g=\sigma R\theta^2 .$$

One number, $g$, fixes the result. For large $g$, $q=(3/g)^{1/3}$; for small $g$, $q=g/3$. Numerical integration puts the maximum at $g=8.2$, where $N=0.30\,\theta$. A stronger ring raises the density while $g$ is above this value and lowers it below.

In the Cu example, $R\theta^2=8.9\times10^3$. The two capture numbers with the 10 meV ring give $g\simeq690$ and 1080, well on the rising side. Varying the ring height at fixed temperature, flux and dose, with pairs formed by diffusion only, gives the following densities in units of $10^{12}$ cm⁻²:

| Ring (meV) | End of deposition | After waiting |
|---:|---:|---:|
| 0 | 2.2 | 2.2 |
| 10 | 5.9 | 5.9 |
| 15 | 10.7 | 10.8 |
| 20 | 15.1 | 16.3 |
| 25 | 10.1 | 18.7 |
| 30 | 2.1 | 18.9 |

Of the heights calculated, 20 meV gives the highest density at the end of deposition. At 30 meV diffusion forms slightly fewer islands than it does without a ring, and in this calculation 92% of the deposited atoms are still single ($n_1=0.0276$ per site).

The calculation leaves out atoms that land directly beside an adatom. Each adatom has six neighbouring sites, so at low coverage such landings alone form roughly $6\theta^2/2=3\theta^2=0.0027$ islands per site, or between 4 and $5\times10^{12}$ cm⁻². Atoms that land inside the ring of an adatom add more. From radius $r$ an atom reaches contact before leaving a high ring with probability $\ln(r_o/r)/\ln(r_o/r_c)$, which makes the total landing area about 13 sites per adatom. This gives roughly $13\theta^2/2\simeq0.006$ islands per site, or about $10^{13}$ cm⁻², somewhat less after depletion and overlap, so the 30 meV entry understates the total at the end of deposition several times over. A very strong ring therefore lowers the total density from its maximum, but in this example not below the value without a ring.

The last column is obtained by stopping the flux and integrating until the adatoms are used up. Its near saturation can be understood from the equal-capture case. With no flux, dividing the two rate equations gives

$$\frac{dn_1}{dN}=-\frac{2n_1+N}{n_1}.$$

Set $n_1=wN$. Then $N\,dw/dN+w=-(2w+1)/w$, so

$$\frac{dN}{N}=-\frac{w\,dw}{(1+w)^2}
=-\left[\frac1{1+w}-\frac1{(1+w)^2}\right]dw .$$

Integration gives $\ln N=C-\ln(1+w)-1/(1+w)$. If no islands exist when the flux stops, then initially $w\to\infty$ and $wN=\theta$, which fixes $C=\ln\theta$. When the adatoms are gone, $w=0$ and

$$N=\frac{\theta}{e}.$$

The mean island then contains $e\simeq2.7$ atoms, independently of $D$ and of the common capture number. For the present dose this is $1.9\times10^{13}$ cm⁻², close to the last entries of the table, although the capture numbers there are neither equal nor constant.

## How far the example can be trusted

For Cu on Cu(111), a hop barrier near 40 meV and short-range repulsion of order 10 meV are reasonable rough values. A temperature of 27 K is far below ordinary growth temperatures. At 293 K the same ring gives $e^{E/kT}\simeq1.5$, and its effect on capture is correspondingly weak. At that temperature a dimer bound by 0.3 eV would break up about $10^6$ times per second, so the rate equations used here no longer apply.

Immobile dimers are the most doubtful assumption, since small Cu clusters can also move on this surface. If dimers diffuse as fast as adatoms, the rate equations give $1.1\times10^{12}$ cm⁻² without the ring and $3.2\times10^{12}$ cm⁻² with it. The absolute densities fall by roughly half, while the gain changes from 2.6 to 2.9.

Other omissions matter less for these inputs:

- Rings cover 14% of the surface at the end of the dose. About 11% of the flux then lands on islands or is captured from inside a ring. Including this loss throughout growth changes the gain to 2.55.
- A temperature error of 1 K moves the gain between 2.5 and 2.75.
- Solving the hopping problem on a triangular lattice gives an added pairing resistance of 11.6, against 12.3 from the continuum integral in (3).
- An outer attractive well 2 meV deep and 0.8 nm wide changes $\sigma_x$ by less than 1%.
- The estimated crossover to tunnelling, $\hbar\omega/(2\pi k)$ with $\omega=2\pi\times10^{12}$ s⁻¹, is 7.6 K. Dimer break-up is negligible for an assumed bond of 0.3 eV.

The model does not include the spread of island sizes, the overlap of rings or the full oscillating interaction. Overlap grows with density: at 20 meV the rings of the islands alone would cover about 0.3 of the surface, and those of the remaining adatoms about 0.14 more, so the upper end of the height scan shows a trend rather than a prediction for Cu.

## What to do with a measured density

**Do not convert density directly into diffusivity if rings may be present.** Without a ring, equation (1) implies $D\propto N^{-3}$ at fixed capture numbers. By this relation, ignoring the 2.63-fold gain in the example would make $D$ appear too small by a factor of $2.63^3\simeq18$. At a known attempt rate, this corresponds to an error of $kT\ln18\simeq7$ meV in the hop barrier. Fitting the full ring-free rate equations instead gives a factor near 25, which is still about 7 meV.

**Treat an Arrhenius slope with the same caution.** In steady growth with a dominant ring resistance, $N^3$ varies as $e^{(E_d+E)/kT}$ at fixed flux and dose, apart from logarithms, where $E_d$ is the hop barrier. The slope then contains the ring height as well as the diffusion barrier.

**Vary the flux at fixed temperature and dose.** For slowly varying capture numbers, steady growth gives $N\propto F^{1/3}$. In the weak-capture limit, equation (5) gives $N=D\sigma_1\theta^3/(3F)$, so a faster flux leaves fewer islands formed by diffusion at the end of deposition. Islands formed by atoms landing beside or inside the ring of an adatom do not follow this law, and with a strong ring they can largely hide the trend.

**Compare the density immediately after deposition with that after a wait at the same temperature.** In this model the 10 meV ring produces almost no later change, while with the 25 meV ring the density rises clearly. A marked rise indicates that many adatoms survived the deposition. It does not by itself identify a ring, because slow diffusion also makes $g$ small.

To raise island density through repulsion in steady growth with stable, immobile pairs, the condition is $b_1>b_x^2$. Repulsion that acts on islands and spares adatom pairs is the most effective. If both capture numbers are similar and fall together, a stronger ring raises the density of islands formed by diffusion at the end of deposition only while $g$ stays above about 8. Below that, a wait is needed for the remaining adatoms to form islands.
